# Doping for Tunnelling Through a Parabolic Grain Barrier: verification in Python

```python
"""Tunnelling against thermionic emission at a parabolic grain barrier.

Barrier: V(x) = Eb (1-|x|/w)^2 for |x| < w, zero outside (bulk band edge).
E00 = (hbar q/2) sqrt(N/(m eps)); N = doping, m = mass, eps = permittivity.
Results under test:
  E00 = kT at N1 = 4 m eps (kT)^2/(hbar q)^2;
  the thermal WKB current peaks at Eb/cosh^2(E00/2kT);
  tunnelling carries half the small-bias conductance when
  E00^2 Eb = lambda_c (kT)^3, with lambda_c from the Airy cusp problem.
All internal quantities are in SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.special import airy, expit

hbar, q = const.hbar, const.e
mass_ratio, eps_ratio, temperature, barrier_eV = 0.3, 10.0, 300.0, 0.30
m = mass_ratio * const.m_e
eps = eps_ratio * const.epsilon_0
kT = const.k * temperature
Eb = barrier_eV * q


def e00(N):
    return 0.5 * hbar * q * np.sqrt(N / (m * eps))


def half_width(N, height):
    return np.sqrt(2 * eps * height / (q**2 * N))


def wkb_numeric(E, N, height):
    """Twice the integral of kappa over both flanks, by quadrature."""
    w = half_width(N, height)
    turning = 1 - np.sqrt(E / height)

    def kappa_w(s):
        return w * np.sqrt(2 * m * max(height * (1 - s)**2 - E, 0)) / hbar
    return 4 * quad(kappa_w, 0, turning, epsabs=1e-11, epsrel=1e-10)[0]


def transmission(e, g, steps=2500):
    """Exact transmission at E = e*height, with g = height/E00.

    Even and odd solutions are integrated from the apex to x = w (RK4).
    """
    e = np.asarray(e, dtype=float)
    one, zero = np.ones_like(e), np.zeros_like(e)
    p, d = np.array([one, zero]), np.array([zero, one])
    h = 1.0 / steps
    for i in range(steps):
        x = i * h
        qa = g**2 * ((1 - x)**2 - e)
        qb = g**2 * ((1 - x - h / 2)**2 - e)
        qc = g**2 * ((1 - x - h)**2 - e)
        p1, d1 = d, qa * p
        p2, d2 = d + h / 2 * d1, qb * (p + h / 2 * p1)
        p3, d3 = d + h / 2 * d2, qb * (p + h / 2 * p2)
        p4, d4 = d + h * d3, qc * (p + h * p3)
        p = p + h / 6 * (p1 + 2 * p2 + 2 * p3 + p4)
        d = d + h / 6 * (d1 + 2 * d2 + 2 * d3 + d4)
    k = g * np.sqrt(e)
    norm = k**2 * p**2 + d**2
    return (k / norm[0]) * (k / norm[1])


nodes, weights = np.polynomial.legendre.leggauss(80)


def conductance_split(N, height, mu=None):
    """Tunnelling share, and gain over classical thermionic emission.

    mu = None means Boltzmann occupation; otherwise Fermi occupation.
    """
    below = 0.5 * height * (nodes + 1)
    above = height + 15 * kT * (nodes + 1)
    E = np.concatenate([below, above])
    dE = np.concatenate([0.5 * height * weights, 15 * kT * weights])
    if mu is None:
        occupation = np.exp(-(E - height) / kT)
    else:
        occupation = expit((mu - E) / kT)
    flow = transmission(E / height, height / e00(N)) * occupation * dE
    tunnel, over = flow[:80].sum(), flow[80:].sum()
    classical = (occupation * dE)[80:].sum()
    return tunnel / (tunnel + over), (tunnel + over) / classical


def cusp_transmission(z):
    """Linear cusp; z = (E - height)/cusp energy."""
    ai, aip, bi, bip = airy(-z)
    return 1 / (np.pi**2 * (ai**2 + bi**2) * (aip**2 + bip**2))


def cusp_ratio(lam):
    """Conductance below the apex divided by that above it."""
    scale = (4 * lam)**(1 / 3)
    low = quad(lambda t: np.exp(t) * cusp_transmission(-t / scale), 0, 12)[0]
    high = quad(lambda t: np.exp(-t) * cusp_transmission(t / scale), 0, 30)[0]
    return low / high


def half_share_doping(height):
    """Doping of equal currents from the full Schroedinger problem."""
    def excess(logN):
        return conductance_split(np.exp(logN), height)[0] - 0.5
    return np.exp(brentq(excess, np.log(N1 / 100), np.log(N1), xtol=1e-5))


Nc = 2 * (m * kT / (2 * np.pi * hbar**2))**1.5


def chemical_potential(N):
    """From the bulk band edge, full ionization, parabolic band."""
    def excess(eta):
        # substitution u = s^2 removes the square-root end point
        val = quad(lambda s: 2 * s**2 * expit(eta - s**2), 0, 9)[0]
        return 2 / np.sqrt(np.pi) * val - N / Nc
    return kT * brentq(excess, -15, 25)


# Formulas under test
N1 = 4 * m * eps * kT**2 / (hbar * q)**2
N2 = 4 * N1
lambda_c = brentq(lambda lam: cusp_ratio(lam) - 1, 0.2, 2.0)
N_half = lambda_c * kT / Eb * N1
sheet_c = 2 * eps / (q**2 * hbar) * np.sqrt(8 * m * lambda_c * kT**3)

# Poisson equation integrated from the depletion edge to the interface
sheet_test = 2 * half_width(N1, Eb) * N1
x = np.linspace(0, sheet_test / (2 * N1), 4001)
slope = cumulative_trapezoid(np.full_like(x, q**2 * N1 / eps), x, initial=0)
energy = cumulative_trapezoid(slope, x, initial=0)
assert abs(energy[-1] / (q**2 * sheet_test**2 / (8 * eps * N1)) - 1) < 1e-6
assert abs(slope[-1] / (q**2 * sheet_test / (2 * eps)) - 1) < 1e-6

# Doping at which one flank has the band-edge exponent Eb/kT
N1_numeric = np.exp(brentq(
    lambda y: wkb_numeric(0.0, np.exp(y), Eb) / 2 - Eb / kT,
    np.log(N1 / 30), np.log(N1 * 30)))
assert abs(N1_numeric / N1 - 1) < 1e-6

# Closed WKB exponent and the thermal saddle against quadrature
for e in (0.1, 0.5, 0.9):
    closed = 2 * Eb / e00(N1) * (np.sqrt(1 - e)
                                 - e * np.arccosh(1 / np.sqrt(e)))
    assert abs(wkb_numeric(e * Eb, N1, Eb) / closed - 1) < 1e-6
saddle = {}
for N in (N1, N2):
    found = minimize_scalar(
        lambda e: e * Eb / kT + wkb_numeric(e * Eb, N, Eb),
        bounds=(0.01, 0.999), method="bounded", options={"xatol": 1e-7})
    u = e00(N) / (2 * kT)
    peak, E0 = 1 / np.cosh(u)**2, e00(N) / 2 / np.tanh(u)
    assert abs(found.x - peak) < 1e-3
    assert abs(found.fun / (Eb / E0) - 1) < 1e-6
    saddle[N] = (peak, E0)

# Peak of the exact spectrum: WKB is asymptotic, so the tall barrier is tight
grid = np.linspace(0.5, 1.0, 1001)
exact_peak = {}
for height, tolerance in ((Eb, 0.06), (10 * Eb, 0.01)):
    spectrum = np.log(transmission(grid, height / e00(N1))) - grid * height / kT
    exact_peak[height] = grid[np.argmax(spectrum)]
    assert abs(exact_peak[height] - saddle[N1][0]) < tolerance

# Airy cusp against the full parabolic barrier near its apex
g_tall = 300.0
z = np.linspace(-2, 2, 21)
exact = transmission(1 + z * (4 / g_tall**2)**(1 / 3), g_tall)
cusp_error = np.max(np.abs(exact - cusp_transmission(z)))
assert cusp_error < 0.015
assert abs(cusp_transmission(0.0) - 0.75) < 1e-10

# Equal-current doping: full problem against the cusp estimate
N_half_exact = half_share_doping(Eb)
N_half_tall = half_share_doping(2 * Eb)
error = abs(N_half / N_half_exact - 1)
error_tall = abs(N_half / 2 / N_half_tall - 1)
assert error < 0.08 and error_tall < error
sheet_exact = 2 * half_width(N_half_exact, Eb) * N_half_exact
assert abs(sheet_c / sheet_exact - 1) < 0.04

# Fourfold doping: fixed sheet charge against fixed barrier height
share_start = conductance_split(N_half, Eb)[0]
share_sheet = conductance_split(4 * N_half, Eb / 4)[0]
share_height = conductance_split(4 * N_half, Eb)[0]
assert abs(share_sheet - share_start) < 0.04
assert share_height - share_start > 0.12

meV = 1e-3 * q
print(f"effective mass: {mass_ratio} electron masses")
print(f"relative permittivity: {eps_ratio}")
print(f"temperature: {temperature:.0f} K;  kT = {kT/meV:.2f} meV")
print(f"barrier height Eb: {barrier_eV:.2f} eV;  Eb/kT = {Eb/kT:.2f}")
print(f"effective density of states Nc: {Nc*1e-6:.3e} cm^-3")
print(f"E00 at 1e18 cm^-3: {e00(1e24)/meV:.2f} meV")
print(f"N1 (E00 = kT): {N1*1e-6:.3e} cm^-3")
print(f"N2 (E00 = 2kT): {N2*1e-6:.3e} cm^-3")
print(f"lambda_c (Airy cusp): {lambda_c:.4f}")
print(f"N_half, cusp estimate: {N_half*1e-6:.3e} cm^-3")
print(f"N_half, full barrier: {N_half_exact*1e-6:.3e} cm^-3")
print(f"error of cusp estimate at Eb: {100*error:.2f} %")
print(f"error of cusp estimate at 2Eb: {100*error_tall:.2f} %")
print(f"N1/N_half (full barrier): {N1/N_half_exact:.1f}")
print(f"E00/kT at N_half (full barrier): {e00(N_half_exact)/kT:.3f}")
print(f"critical sheet density, formula: {sheet_c*1e-4:.3e} cm^-2")
print(f"critical sheet density, full barrier: {sheet_exact*1e-4:.3e} cm^-2")
for name, N in (("N1", N1), ("N2", N2)):
    print(f"{name}: WKB peak energy/Eb = {saddle[N][0]:.3f}, "
          f"E0 = {saddle[N][1]/meV:.2f} meV")
print(f"N1: exact peak energy/Eb = {exact_peak[Eb]:.3f}")
print(f"N1, barrier 10Eb: exact peak/height = {exact_peak[10*Eb]:.3f}")
print(f"largest cusp transmission error (Eb/E00=300): {cusp_error:.4f}")
print(f"Boltzmann share at cusp N_half: {100*share_start:.1f} %")
print(f"share at 4 N_half, same sheet charge: {100*share_sheet:.1f} %")
print(f"share at 4 N_half, same height: {100*share_height:.1f} %")
print("Table at fixed Eb, Fermi occupation:")
print("N/cm^-3  E00/meV  w/nm  spacing/nm  sheet/cm^-2  mu/meV  share/%  gain")
for N in (1e22, 1e23, N_half_exact, 1e24, N1, N2):
    mu = chemical_potential(N)
    share, gain = conductance_split(N, Eb, mu)
    w = half_width(N, Eb)
    print(f"{N*1e-6:.2e}  {e00(N)/meV:.2f}  {w*1e9:.2f}  {N**(-1/3)*1e9:.2f}"
          f"  {2*w*N*1e-4:.2e}  {mu/meV:.1f}  {100*share:.1f}  {gain:.2f}")
print("verified")
```

It prints:

```
effective mass: 0.3 electron masses
relative permittivity: 10.0
temperature: 300 K;  kT = 25.85 meV
barrier height Eb: 0.30 eV;  Eb/kT = 11.60
effective density of states Nc: 4.123e+18 cm^-3
E00 at 1e18 cm^-3: 10.72 meV
N1 (E00 = kT): 5.816e+18 cm^-3
N2 (E00 = 2kT): 2.327e+19 cm^-3
lambda_c (Airy cusp): 0.5115
N_half, cusp estimate: 2.564e+17 cm^-3
N_half, full barrier: 2.627e+17 cm^-3
error of cusp estimate at Eb: 2.41 %
error of cusp estimate at 2Eb: 1.22 %
N1/N_half (full barrier): 22.1
E00/kT at N_half (full barrier): 0.213
critical sheet density, formula: 1.844e+12 cm^-2
critical sheet density, full barrier: 1.867e+12 cm^-2
N1: WKB peak energy/Eb = 0.786, E0 = 27.97 meV
N2: WKB peak energy/Eb = 0.420, E0 = 33.94 meV
N1: exact peak energy/Eb = 0.761
N1, barrier 10Eb: exact peak/height = 0.787
largest cusp transmission error (Eb/E00=300): 0.0019
Boltzmann share at cusp N_half: 49.7 %
share at 4 N_half, same sheet charge: 48.8 %
share at 4 N_half, same height: 70.8 %
Table at fixed Eb, Fermi occupation:
N/cm^-3  E00/meV  w/nm  spacing/nm  sheet/cm^-2  mu/meV  share/%  gain
1.00e+16  1.07  182.09  46.42  3.64e+11  -155.7  17.8  1.17
1.00e+17  3.39  57.58  21.54  1.15e+12  -95.9  37.5  1.48
2.63e+17  5.49  35.53  15.61  1.87e+12  -70.6  50.0  1.82
1.00e+18  10.72  18.21  10.00  3.64e+12  -34.4  70.4  2.99
5.82e+18  25.85  7.55  5.56  8.78e+12  21.5  93.1  12.40
2.33e+19  51.70  3.78  3.50  1.76e+13  92.8  99.0  84.66
verified
```
